# Silicon 220 structure factor from a symmetric-Laue Pendellösung period

## Question

A perfect, unstrained silicon plate has parallel faces perpendicular to its 220 planes (symmetric Laue geometry). A plane X-ray wave of wavelength $\lambda=0.709$ angstrom falls on it at the exact Bragg angle, with the electric field perpendicular to the plane of incidence (sigma polarization). As the thickness $t$ changes, the diffracted intensity oscillates with period $\Lambda=36.4$ micrometres. The cubic lattice parameter is $a=5.431021$ angstrom.

Use Gaussian-type atomic units in the algebra: electron charge magnitude, electron mass and $\hbar$ are 1, and the speed of light is $c=137.036$. Fields vary as $e^{-i\omega t}$, with time $t$ in this factor only; elsewhere $t$ is thickness.

- **(a)** Relate the Fourier component $\chi_h$ of the susceptibility to the structure factor $F$ of the cubic cell.
- **(b)** Derive the diffracted intensity as a function of thickness, and solve for $|F|$.
- **(c)** Evaluate $|F|$ and judge whether its size is reasonable.
- **(d)** How does the result change for pi polarization, with the electric field in the plane of incidence?
- **(e)** Find the effect of a small angular misset.
- **(f)** Suppose the intensity is integrated over angle. Find its thin and thick limits, and decide whether its first minimum may be used as $\Lambda$.
- **(g)** Find what weak absorption does to the fringes, and assess the result for a real plate.

## Model answers

### (a) Susceptibility and structure factor

Take the X-ray frequency to be far above the electronic binding frequencies, so that each electron responds as if free. Its charge is $-1$, hence

$$\ddot x=-E,\qquad -\omega^2x=-E,\qquad x=\frac{E}{\omega^2}.$$

The dipole moment is $-x=-E/\omega^2$. For electron density $n(\mathbf r)$ the polarization is $P=-nE/\omega^2$. Since $D=E+4\pi P=(1+\chi)E$,

$$\chi(\mathbf r)=-\frac{4\pi n(\mathbf r)}{\omega^2}.$$

Define the structure factor and the Fourier series by

$$F_h=\int_{\rm cell}n(\mathbf r)e^{-i\mathbf h\cdot\mathbf r}\,d^3r,\qquad
n(\mathbf r)=\frac1V\sum_h F_he^{i\mathbf h\cdot\mathbf r},$$

where $V=a^3$ and $|\mathbf h|=h=2\pi/d$. It follows that $\chi_h=-4\pi F_h/(V\omega^2)$. With $\omega=2\pi c/\lambda$,

$$|\chi_h|=\frac{4\pi|F|}{V}\,\frac{\lambda^2}{4\pi^2c^2}
=\frac{\lambda^2|F|}{\pi c^2V}.\tag{1}$$

The minus sign of $\chi_h$ does not affect the modulus.

### (b) Intensity and inversion

Let $x$ lie along $\mathbf h$, parallel to the faces, and let $z$ be depth. Neglect reflections outside this row of the reciprocal lattice; part (c) estimates the error. Then $\chi$ may be taken to depend on $x$ alone. For sigma polarization the field is $E_y(x,z)$, whose divergence vanishes, and Maxwell's equations reduce to

$$\nabla^2E_y+k^2[1+\chi(x)]E_y=0,\qquad k=2\pi/\lambda.$$

At the Bragg angle $h=2k\sin\theta$, and the incident and diffracted waves have tangential wave numbers $-h/2$ and $+h/2$. Keep these two strong waves:

$$E_y=\left(E_0e^{-ihx/2}+E_he^{ihx/2}\right)e^{ik_zz}.$$

Place the origin at an inversion centre, midway between bonded atoms. Without absorption $\chi_h=\chi_{-h}$ is then real. Collecting the coefficients of the two exponentials gives

$$\begin{pmatrix}D&k^2\chi_h\\k^2\chi_h&D\end{pmatrix}
\begin{pmatrix}E_0\\E_h\end{pmatrix}
=k_z^2\begin{pmatrix}E_0\\E_h\end{pmatrix},\qquad
D=k^2(1+\chi_0)-\frac{h^2}{4}.$$

The eigenvalues are $k_{z\pm}^2=D\pm k^2\chi_h$, with eigenvectors proportional to $(1,\pm1)$. Their difference is

$$(k_{z+}-k_{z-})(k_{z+}+k_{z-})=2k^2\chi_h.$$

Because $|\chi|\ll1$, $D\simeq k^2(1-\sin^2\theta)=k^2\cos^2\theta$, so the sum in the second bracket is $2k\cos\theta$ to leading order. Therefore

$$|k_{z+}-k_{z-}|=\frac{k|\chi_h|}{\cos\theta}.$$

Reflection at the faces, whose amplitude is of order $|\chi|$, is neglected. At the entrance $E_0=1$ and $E_h=0$, so the two modes have equal weight:

$$E_h(t)=\tfrac12\left(e^{ik_{z+}t}-e^{ik_{z-}t}\right),\qquad
I_h=|E_h|^2=\sin^2\!\frac{(k_{z+}-k_{z-})t}{2}.$$

Both beams make the angle $\theta$ with the plate normal, so $I_h$ is also the ratio of diffracted to incident power. Writing $I_h=\sin^2(\pi t/\Lambda)$ gives

$$\Lambda=\frac{2\pi}{|k_{z+}-k_{z-}|}=\frac{\lambda\cos\theta}{|\chi_h|}.\tag{2}$$

This is the period of intensity; apart from the phase common to both modes, the diffracted amplitude changes sign after one such period. Substitution of (1) yields

$$\Lambda=\frac{\pi c^2V\cos\theta}{\lambda|F|},\qquad
\boxed{|F|=\frac{\pi c^2V\cos\theta}{\lambda\Lambda}}.\tag{3}$$

The fringes are beats between two modes: stronger scattering separates their wave numbers further and shortens the period. For $t\ll\Lambda$, $I_h\simeq(\pi t/\Lambda)^2\propto|F|^2t^2$, which is the single-scattering result for a plane wave at exact Bragg setting. At $t=\Lambda/2$ all the power is in the diffracted beam, and single scattering has failed.

### (c) Numerical value

The plane spacing is $d=a/\sqrt8=1.92016$ angstrom. Bragg's law gives

$$\sin\theta=\frac{0.709}{2(1.92016)},\qquad \theta=10.639^\circ,\qquad \cos\theta=0.98281.$$

In atomic units $\lambda=1.33982$, $V=1081.04$ and $\Lambda=687860$. Hence

$$|F|=\frac{\pi(137.036)^2(1081.04)(0.98281)}{(1.33982)(687860)}
=68.0\ \text{electrons per cubic cell}.$$

The corresponding susceptibility is $|\chi_h|=1.914\times10^{-6}$, which justifies the leading-order treatment. If the period is uncertain by half a unit in its last digit, 0.05 micrometre, $|F|$ lies between 67.9 and 68.1.

To judge the size, count phases. The cubic cell has atoms at $(0,0,0)$, $(0,\frac12,\frac12)$, $(\frac12,0,\frac12)$, $(\frac12,\frac12,0)$, and at these positions shifted by $(\frac14,\frac14,\frac14)$. For 220 the phase is $-2\pi(2x+2y)$. The number $2x+2y$ is an integer at the first four sites, and the shift adds 1. All eight atoms scatter in phase, so the phase sum is 8. Moving the origin to an inversion centre can change its sign, depending on which centre is chosen, but not its modulus. The result is thus 8.50 electrons per atom, below the 14 electrons of silicon because the atom's size is comparable with the scale probed by this reflection.

A free-atom ROHF/cc-pVTZ calculation gives a form factor of 8.706 at $\sin\theta/\lambda=0.2604$ per angstrom; the larger cc-pVQZ basis raises it by about 0.002. Take rough room-temperature values $B=0.46$ angstrom squared for thermal motion and $f'=0.08$ electron for the real dispersion correction. Then

$$|F|_{\rm est}=8(8.706+0.08)e^{-B(\sin\theta/\lambda)^2}
=8(8.786)(0.9693)=68.1.$$

This supports the magnitude, not the third digit. The atomic calculation omits bonding, electron correlation and relativity, and a change of 0.02 angstrom squared in $B$ alone would move the estimate by about 0.09 electron. The fringe value includes thermal smearing and dispersion; it is not the structure factor of a static electron density.

Two tests address the reduction to two beams within the 220 row. A four-beam solution, with tangential wave numbers $\pm h/2$ and $\pm3h/2$, was given the recovered $F$. Its first diffracted minimum fell at 36.4003 micrometres, 7 parts per million above the input period. In a separate case with $\lambda=1.2$ angstrom and $F=45$, the simulated period was 31.4165 micrometres, and (3) returned 45.0 electrons.

Neither test includes reflections outside the row. Even when weak, these alter the coupling between the two strong beams. A second-order scalar estimate for four choices of plate normal gives changes of about 0.02 to 0.3 per cent, the largest for a [001] normal. For these normals this is up to about 0.2 electron in $|F|$, but it is not a bound: the size depends on how nearly a third reflection is excited, and at orientations close to a three-beam condition the change can exceed 1 per cent. A measurement meant to fix the third digit therefore needs a many-beam calculation for the actual plate orientation and wavelength.

### (d) Pi polarization

Now the magnetic field has the single component $H_y$, which obeys

$$\nabla\!\cdot\!\left(\frac{1}{1+\chi}\nabla H_y\right)+k^2H_y=0.$$

To first order $1/(1+\chi)=1-\chi$. Let the two wave vectors be $\mathbf K_0=(-h/2,k_z)$ and $\mathbf K_h=(h/2,k_z)$. The term $-\nabla\cdot(\chi\nabla H_y)$ couples $H_h$ into the equation for $H_0$ with coefficient

$$-(i\mathbf K_0)\cdot(i\mathbf K_h)\chi_h=\mathbf K_0\cdot\mathbf K_h\,\chi_h.$$

At leading order

$$\mathbf K_0\cdot\mathbf K_h=k_z^2-\frac{h^2}{4}
=k^2(\cos^2\theta-\sin^2\theta)=k^2\cos2\theta.$$

The sigma coupling $k^2\chi_h$ is therefore multiplied by $C=\cos2\theta$, and

$$|F|=\frac{\pi c^2V\cos\theta}{\lambda |C|\Lambda},\qquad
C_\sigma=1,\quad C_\pi=\cos2\theta.$$

Here $C_\pi=0.9318$. For the same crystal the pi period is $36.4/0.9318=39.06$ micrometres. Assigning the given sigma period to pi polarization would instead produce 73.0 electrons. An unpolarized beam contains both periods, so its fringes beat and cannot be described by a single $C$.

### (e) Angular misset

Return to sigma polarization. A small rotation $\delta\theta$ changes both tangential wave numbers by $q$, with $|q|=k\cos\theta\,|\delta\theta|$. Since

$$\left(\mp\frac h2+q\right)^2=\frac{h^2}{4}\mp qh+q^2,$$

the diagonal terms become $D-q^2+qh$ and $D-q^2-qh$. Define

$$\eta=\frac{qh}{k^2|\chi_h|},\qquad
|\eta|=\frac{(k\cos\theta|\delta\theta|)(2k\sin\theta)}{k^2|\chi_h|}
=\frac{|\delta\theta|\sin2\theta}{|\chi_h|}.$$

Apart from the common diagonal term, the matrix is $k^2|\chi_h|N$, where

$$N=\begin{pmatrix}\eta&s\\s&-\eta\end{pmatrix},\qquad
s=\pm1,\qquad N^2=(1+\eta^2)\mathbf 1.$$

Linearizing $k_z$ about $k\cos\theta$ gives the propagation matrix $e^{iAN}$, with $A=\pi t/\Lambda$, times a common phase. Put $R=\sqrt{1+\eta^2}$. Because $N^2=R^2\mathbf 1$, the exponential series sums to

$$e^{iAN}=\cos(AR)\,\mathbf 1+\frac{iN}{R}\sin(AR).$$

The squared off-diagonal element is the diffracted intensity:

$$I_h=\frac{\sin^2\!\left(A\sqrt{1+\eta^2}\right)}{1+\eta^2}.\tag{4}$$

Misset shortens the period and lowers the peaks. At $|\eta|=1$, reached at 1.09 arcseconds, the period is 25.74 micrometres and the maximum is one half. The four-beam solution was tested against both predictions. For a misset of 0.1 arcsecond, $|\eta|=0.0919$. If the quoted 36.4 micrometres had been recorded there, the exact-Bragg period would be longer by $\sqrt{1+\eta^2}$, and the corrected $|F|$ would be 67.7 electrons.

### (f) Integration over angle

If the incident intensity is uniform over an angular range much wider than the reflection, integrate (4):

$$G(A)=\int_{-\infty}^{\infty}
\frac{\sin^2(A\sqrt{1+\eta^2})}{1+\eta^2}\,d\eta.$$

For $A>0$, differentiate and substitute $\eta=\sinh v$, for which $d\eta=\sqrt{1+\eta^2}\,dv$:

$$\frac{dG}{dA}=\int_{-\infty}^{\infty}
\frac{\sin(2A\sqrt{1+\eta^2})}{\sqrt{1+\eta^2}}\,d\eta
=\int_{-\infty}^{\infty}\sin(2A\cosh v)\,dv=\pi J_0(2A).$$

The last equality is the standard integral representation of the Bessel function $J_0$. Since $G(0)=0$,

$$G(A)=\frac{\pi}{2}\int_0^{2A}J_0(u)\,du.\tag{5}$$

Direct quadrature at $A=0.7$, 1.7 and 3.1 agreed with (5) within the test limit of $10^{-4}$.

The integrated intensity in true angle is $(|\chi_h|/\sin2\theta)G$. For a thin plate, $J_0(u)\simeq1-u^2/4$ gives

$$G\simeq\pi A\left(1-\frac{A^2}{3}\right).$$

The leading angular integral is proportional to $|\chi_h|A\propto|F|^2t$, the kinematic law; the negative correction is primary extinction. For a thick non-absorbing plate the Bessel integral tends to 1, so $G\to\pi/2$ and the angular integral is proportional to $|F|$.

Minima occur where $J_0(2\pi t/\Lambda)$ changes from negative to positive, at its second, fourth and later even-numbered zeros. The first minimum is at $t=0.87855\Lambda$, so it may not be used as $\Lambda$. If 36.4 micrometres were that first minimum, the structure factor would be $68.01\times0.87855=59.8$ electrons. The spacing of the first two minima is $0.9981\Lambda$; reading 36.4 micrometres as this spacing gives 67.9 electrons.

### (g) Absorption and a real plate

Write $F=F'-iF''$, with $F'$ and $F''$ real at the inversion centre. With the stated time dependence, absorption requires $\operatorname{Im}\chi_0>0$; since $\chi_0=-4\pi F_0/(V\omega^2)$, this means $F''>0$ for the forward component. The derivation in (b) still holds with complex $\chi_h$, so the argument of the sine becomes $\alpha+i\beta$, where

$$|\alpha|=\frac{\pi t}{\Lambda},\qquad |\beta|=|\alpha|\left|\frac{F''}{F'}\right|,
\qquad |\sin(\alpha+i\beta)|^2=\sin^2\alpha+\sinh^2\beta.$$

The mean absorption multiplies this by $e^{-\mu t/\cos\theta}$, where $\mu$ is the linear absorption coefficient. The oscillating term therefore measures $|F'|$, while the minima no longer reach zero. A rough imaginary correction of 0.07 electron per atom gives $\mu=14$ per centimetre and an exponent of 0.052 over one period. The modulus of the complex $F$ exceeds $|F'|$ by 0.002 electron. In the four-beam solution, absorption shifts the value inferred from the first minimum by 0.004 electron. Both effects are below the reading uncertainty here.

The wavelength is close to that of molybdenum K-alpha radiation, and silicon plates can be made with few enough defects for dynamical fringes. A roughly half-millimetre plate contains more than ten of these periods. The assumption most exposed in practice is a single plane wave, with one angle and one wavelength. The beam must be collimated to well below 1 arcsecond: for a Gaussian angular spread centred on the Bragg angle, a full width at half maximum of 0.1 arcsecond raises the $|F|$ inferred from the first minimum by about 0.05 electron, and 0.5 arcsecond raises it by about 1.2 electrons. At a fixed direction of incidence, a relative wavelength spread $\delta\lambda/\lambda$ acts as a misset $\tan\theta\,\delta\lambda/\lambda$, so 1 arcsecond corresponds to only $2.6\times10^{-5}$. The natural width of the molybdenum line, a few parts in $10^4$, is equivalent to roughly 10 arcseconds or more. Collimation alone is therefore not enough: the spectrum must also be narrowed, or each wavelength must arrive at its own Bragg angle. Otherwise the misset is averaged, and a spread much wider than the reflection calls for the analysis in (f). Warming by 10 K from room temperature lowers $|F|$ by roughly 0.06 electron, according to a Debye model fitted to the assumed $B$. Bending and strain gradients can make the misset vary across the plate or with depth, and are outside (3); the 0.3 electron change found for a uniform 0.1 arcsecond misset indicates the sensitivity, not a correction for a bent plate.

## Calculated quantities

```
Input wavelength: 0.709 angstrom
Input intensity period: 36.4 micrometre
Silicon lattice parameter: 5.431021 angstrom
Photon energy: 17487.2 eV
220 plane spacing: 1.92016 angstrom
Cubic cell volume: 160.193 angstrom^3
Bragg angle: 10.639 degree
Cosine of Bragg angle: 0.98281
Wavelength in atomic units: 1.33982 bohr
Cell volume in atomic units: 1081.04 bohr^3
Period in atomic units: 687860 bohr
Speed of light in atomic units: 137.036 a.u.
Susceptibility modulus for 220: 1.91432e-06
Recovered structure-factor modulus: 68.012 electrons/cell
F for period larger by 0.05 micrometre: 67.919 electrons/cell
F for period smaller by 0.05 micrometre: 68.105 electrons/cell
Phase-sum modulus for 220: 8
Recovered F per atom: 8.5015 electrons
Four-beam first minimum: 36.40026 micrometre
Four-beam shift of minimum: 7.17 ppm
Second test: input F: 45 electrons/cell
Second test: wavelength: 1.2 angstrom
Second test: simulated period: 31.4165 micrometre
Second test: recovered F: 45 electrons/cell
sin(theta)/wavelength: 0.260396 1/angstrom
ROHF/cc-pVTZ free-atom form factor: 8.706 electrons
Rough Debye-Waller B: 0.46 angstrom^2
Rough real dispersion correction: 0.08 electrons/atom
Rough imaginary dispersion correction: 0.07 electrons/atom
Thermal amplitude factor: 0.9693
Free-atom estimate of F: 68.13 electrons/cell
Estimate minus recovered F: 0.12 electrons/cell
Pi-polarization factor: 0.93183
Pi-polarization period: 39.063 micrometre
F if data were wrongly assigned to pi: 72.987 electrons/cell
Angular misset for eta=1: 1.088 arcsecond
Eta for 0.1 arcsecond misset: 0.0919
F corrected for 0.1 arcsecond misset: 67.726 electrons/cell
Period at eta=1: 25.739 micrometre
Linear absorption coefficient: 14 1/cm
Ordinary absorption exponent over one period: 0.0517
Apparent F shift from absorption: 0.0042 electrons/cell
Modulus excess from imaginary F: 0.0022 electrons/cell
Rough F change for 10 K warming: -0.072 electrons/cell
Integrated first minimum / period: 0.87855
Integrated first minima spacing / period: 0.99813
F if 36.4 micrometre is integrated first minimum: 59.752 electrons/cell
F if 36.4 micrometre is integrated minima spacing: 67.885 electrons/cell
```
